# Choosing a diagonal overlap in spectral-element eigenvalue calculations

## Definitions and the setting

Hartree atomic units are used. The problem is

$$-\tfrac12u''+Vu=Eu,\qquad u(0)=u(L)=0,\qquad \int_0^Lu^2\,dx=1.$$

The interval is cut into $n$ elements of length $h=L/n$. The trial space $X_h$ holds the continuous functions that vanish at both walls and are polynomials of degree at most $p$ on each element. The degree $p\ge1$ is fixed while $h\to0$. The potential is smooth, which excludes a Coulomb singularity.

On an element with centre $x_c$, put $x=x_c+h\xi/2$, $-1\le\xi\le1$. The Gauss-Lobatto-Legendre (GLL) nodes are $\xi=\pm1$ and the zeros of $P_p'$, where $P_p$ is the Legendre polynomial. The basis functions $\phi_i$ equal one at their own node and zero at the others.

The setting discussed here decides how the overlap and potential integrals are evaluated: accurately ("exact integration") or by the rule built on the same nodes ("GLL integration"). Write $(f,g)=\int_0^L fg\,dx$, $(f,g)_h$ for its GLL value, $\|\cdot\|$ and $\|\cdot\|_h$ for the norms, and $k(f,g)=\frac12\int_0^L f'g'dx$. The letter $C$ denotes constants independent of $h$.

## What GLL integration does to the matrices

Let the weights $w_i$ integrate the degree-$p$ interpolant. The rule $Q$ is then exact to degree $2p-1$. To see this, divide such a polynomial by $q=(1-\xi^2)P_p'$: $f=qg+r$, with $\deg g\le p-2$ and $\deg r\le p$. At the nodes $f=r$, so $Q(f)=\int r$. Write $g=\Gamma'$ with $\deg\Gamma\le p-1$. Since $q(\pm1)=0$ and Legendre's equation is $q'=-p(p+1)P_p$,

$$\int_{-1}^1q\Gamma'd\xi=p(p+1)\int_{-1}^1P_p\Gamma\,d\xi=0 .$$

The weights are positive. For an interior node, integrate $(1-\xi^2)[P_p'/(\xi-\xi_i)]^2$; for an end node, $(1\pm\xi)P_p'^2$. Each is non-negative, has degree at most $2p-1$ and vanishes at every other node.

The kinetic integrand $\phi_i'\phi_j'$ has degree at most $2p-2$, so the kinetic matrix $K$ is exact. The overlap integrand has degree $2p$ and is not. Under the rule, however, $\phi_i\phi_j$ vanishes at every node if $i\ne j$, so

$$S_{ij}=s_i\delta_{ij},\qquad W_{ij}=s_iV(x_i)\delta_{ij}.$$

Here $s_i=hw_i/2$ inside an element, and the two contributions add at an interface. With $y=S^{1/2}c$, the problem $(K+W)c=E_hSc$ becomes

$$\left[S^{-1/2}KS^{-1/2}+\operatorname{diag}V(x_i)\right]y=E_hy .$$

This needs square roots of numbers, and no factorisation of an overlap matrix.

The change to the overlap can be stated precisely. Legendre's equation at the ends gives $\xi P_pP_p'=p(p+1)/2$ at $\xi=\pm1$. Applying the rule to $(1+\xi)P_p'$, whose integral is $2$ and whose value at $\xi=1$ is $p(p+1)$, gives the end weight $2/[p(p+1)]$; the other end follows by symmetry. The combination $P_p^2-\xi P_pP_p'/p$ has degree below $2p$. Its integral is zero, because $\int P_p^2=2/(2p+1)$ and $\int\xi P_pP_p'=1-\frac12\int P_p^2=2p/(2p+1)$. Hence

$$Q(P_p^2)=\frac1pQ(\xi P_pP_p')=\frac1p\cdot\frac{4}{p(p+1)}\cdot\frac{p(p+1)}2=\frac2p .$$

All other products of Legendre polynomials up to degree $p$ are integrated exactly. GLL integration therefore changes one squared norm per element, from $2/(2p+1)$ to $2/p$, and

$$\|v\|^2\le\|v\|_h^2\le\left(2+\frac1p\right)\|v\|^2,\qquad v\in X_h. \tag{1}$$

For $p=2$ the first row of the exact reference overlap is $(0.2667,0.1333,-0.0667)$. GLL integration replaces it by $(0.3333,0,0)$. This is not a small change of the matrix, so the preserved convergence rate needs a proof.

## Why the rate survives

**The levels stay separated.** Add a constant to $V$ so that $V\ge1$; exact and discrete energies shift equally. Let $a(v)=k(v,v)+(Vv,v)$ and $b(v)=\|v\|^2$, with $a_h,b_h$ their GLL versions. For $f=v^2$ or $Vv^2$, subtract the value of $f$ at one point of each element. The rule is exact for constants and its weights sum to $h$, so the error on an element is at most $2h\int|f'|dx$. Summing, and using $2\|v\|\|v'\|\le\|v\|^2+\|v'\|^2$,

$$|a_h-a|\le Ch\,a,\qquad |b_h-b|\le Ch\,a .$$

Thus $b_h/a_h$ differs from $b/a\le1$ by $O(h)$, uniformly in $v$. By the min-max principle, applied to these inverse energies, each GLL level approaches the corresponding exact-integration level. The latter lies above $E_m$ and tends to it, as the interpolants of the lowest $m$ eigenfunctions show when used as trial functions. Exact levels are simple, since two solutions vanishing at $x=0$ are proportional. For small $h$ one discrete level $E_h$ therefore lies near $E$, and the others stay at least some $\gamma>0$ away from $E$.

**A comparison function.** On each element let $w'$ be the least-squares projection of $u'$ onto degree $p-1$, with $w(0)=0$. Projection preserves the mean, so $w=u$ at all element ends, $w\in X_h$, and

$$k(w,v)=k(u,v)\quad\text{for all }v\in X_h .$$

Let $\eta=u-w$. Comparison with Taylor polynomials gives $|\eta'|\le Ch^p$, hence $|\eta|\le Ch^{p+1}$. On polynomials of fixed degree each derivative costs at most a factor $C/h$ (the inverse inequality, from equivalence of norms on the reference element). So $|\eta^{(j)}|\le Ch^{p+1-j}$ for $j\le p$. Moreover, if $\deg R\le p-1$,

$$\int_{\rm element}\eta R'dx=-\int_{\rm element}\eta'R\,dx=0, \tag{2}$$

so $\eta$ is orthogonal to polynomials of degree $p-2$. For $p=1$ this is empty.

**The discrete eigenfunction.** Put $G=E-V$. Define the residual $r\in X_h$ by $(r,v)_h=k(w,v)-(Gw,v)_h$. Since $k(w,v)=k(u,v)=(Gu,v)$,

$$(r,v)_h=[(Gu,v)-(Gu,v)_h]+(G\eta,v)_h .$$

In the bracket, subtract from $Gu$ its Taylor polynomial of degree $p-1$ on each element. Its product with $v$ has degree $2p-1$ and contributes no error; the remainder is $O(h^p)$. Hence, with (1), $\|r\|_h\le Ch^p$.

Expand $w$ in discrete eigenvectors and let $u_h$ be its component at $E_h$. The residual multiplies each other component by an energy difference of size at least $\gamma$. Thus $e=u_h-w$ obeys $\|e\|_h\le\|r\|_h/\gamma\le Ch^p$, and $(u_h,e)_h=0$. Subtracting the residual equation from the eigenvalue equation and choosing $v=e$ gives

$$k(e,e)=(Ge,e)_h-(r,e)_h\le Ch^{2p}.$$

So $\|e'\|\le Ch^p$. By the inverse inequality $\|e^{(j)}\|\le Ch^{p+1-j}$ for $1\le j\le p$, with norms summed over elements. The elementwise derivatives of $u_h$ up to order $p$ are therefore bounded, and approach those of $u$ with error $O(h)$.

**The energy.** Evaluate $k(u_h,w)$ in two ways. The projection gives $k(u_h,w)=k(u_h,u)=(Gu,u_h)$. The discrete equation gives $k(u_h,w)=(E_h-E)(u_h,w)_h+(Gw,u_h)_h$. Therefore

$$(E_h-E)(u_h,w)_h=\underbrace{(G\eta,u_h)}_{T_1}+\underbrace{(Gw,u_h)-(Gw,u_h)_h}_{T_2}. \tag{3}$$

In $T_1$, equation (2) lets us subtract from $Gu_h$ a polynomial of degree $p-2$ on each element. What is left is $O(h^{p-1})$ in norm, so $|T_1|\le Ch^{p+1}h^{p-1}=Ch^{2p}$. In $T_2$, put $f=Gwu_h$ and subtract its Taylor polynomial of degree $2p-1$, which the rule integrates exactly. The remainder gives an element error of at most $Ch^{2p}\int|f^{(2p)}|dx$. No derivative of $w$ or $u_h$ above order $p$ occurs, because these are polynomials of degree $p$; the sum of the integrals is bounded. Finally $(u_h,w)_h=\|u_h\|_h^2\to1$. Thus

$$|E_h-E|\le Ch^{2p}. \tag{4}$$

Without quadrature errors the same argument gives the rate for exact integration, with $T_2$ absent. GLL integration adds an error of the same order.

## How large the added error is

Suppose now that the odd derivatives of $V$ vanish at both walls. Then $V$ extends evenly and $u$ oddly through each wall, both smoothly. Let

$$c=\frac{(2p)!}{2^pp!},\quad I=\int_0^L|u^{(p+1)}|^2dx,\quad A=\left(\frac h2\right)^{2p}\frac{I}{2c^2(2p+1)} .$$

To leading order $u_h$ may be replaced by $u$ in $T_1$: by (2) the change is $O(h^{p+1}h^{p-1}h)$. Since $Gu=-\frac12u''$ and $\int w'\eta'=0$,

$$T_1\simeq-\tfrac12\int u''\eta\,dx=\tfrac12\int u'\eta'\,dx=\tfrac12\|\eta'\|^2 .$$

The leading coefficient of $P_p$ is $c/p!$. The first Taylor term of $u'$ missed by the projection is thus $\eta'\simeq u^{(p+1)}(h/2)^pP_p/c$. The integral of $P_p^2$ over an element is $h/(2p+1)$, so $T_1\simeq A$. This is the leading error with exact integration.

For $T_2$, the term $\xi^{2p}$ equals $(p!/c)^2P_p^2$ plus lower degrees. Its exact integral minus its GLL value is

$$\left(\frac{p!}{c}\right)^2\left(\frac2{2p+1}-\frac2p\right)=-\left(\frac{p!}{c}\right)^2\frac{2(p+1)}{p(2p+1)} .$$

Multiplying by $f^{(2p)}(h/2)^{2p}/(2p)!$ and by $h/2$, and summing over elements,

$$T_2\simeq-\left(\frac h2\right)^{2p}\frac{(p!)^2}{(2p)!\,c^2}\,\frac{p+1}{p(2p+1)}\,J. \tag{5}$$

Here $J$ is the integral of the Leibniz expansion of $(Guu)^{(2p)}$ without derivatives of either factor $u$ above order $p$. The complete expansion integrates to $[(Gu^2)^{(2p-1)}]_0^L=0$, because $Gu^2$ is even about each wall. Both factors cannot exceed order $p$ together, so the missing terms are

$$2\sum_{j=p+1}^{2p}\binom{2p}ju^{(j)}(Gu)^{(2p-j)} .$$

Integration by parts turns each integral into $(-1)^j\int u^{(2p)}Gu\,dx$. The wall terms vanish: each contains an even derivative of a function odd about the wall. The alternating sum of all binomial coefficients is zero, so by symmetry $2\sum_{j>p}(-1)^j\binom{2p}j=-(-1)^p\binom{2p}p$. Subtracting the missing part,

$$J=(-1)^p\binom{2p}p\int Gu\,u^{(2p)}dx=\frac12\binom{2p}pI ,$$

where the last step uses $Gu=-\frac12u''$ and $p-1$ further integrations by parts. Inserting this in (5) gives $T_2\simeq-\frac{p+1}pA$. Hence

$$E_{\rm exact\ int.}-E\simeq A,\qquad E_{\rm GLL}-E\simeq-\frac Ap. \tag{6}$$

Under these wall conditions GLL integration reverses the sign of the leading error and divides its size by $p$. The variational upper bound is lost: GLL energies approach from below.

## A calculation with a known answer

Take $L=\pi$ bohr, $a=1$ and

$$V=\tfrac12(a^2\sin^2x-3a\cos x),\qquad u\propto\sin x\,e^{a\cos x}.$$

With $g=u'/u=\cot x-a\sin x$, one finds $u''/u=g^2+g'=-1-3a\cos x+a^2\sin^2x$. Thus $-\frac12u''/u+V=\frac12$, and $E=0.5$ hartree. The function has no interior zero, so this is the ground state. The potential is even about both walls, as (6) requires.

Solving the matrix problems gives these errors, $E_h-E$, in hartree. The last two rows need extended precision: double-precision round-off, up to about $5\times10^{-13}$ hartree here, already shifts the digits shown. The order compares the listed $n$ with a coarser mesh ($n=64,32,16,10$ from top to bottom).

| $p$ | $n$ | Exact int. | GLL | GLL order |
|---|---|---|---|---|
| 1 | 128 | $1.192\times10^{-4}$ | $-1.192\times10^{-4}$ | 2.00 |
| 2 | 64 | $8.90\times10^{-8}$ | $-4.45\times10^{-8}$ | 4.00 |
| 3 | 32 | $6.33\times10^{-10}$ | $-2.12\times10^{-10}$ | 6.00 |
| 4 | 14 | $1.52\times10^{-10}$ | $-3.82\times10^{-11}$ | 7.99 |

For $p=3$, $n=32$: $c=15$, $(h/2)^6=1.399\times10^{-8}$ bohr$^6$, and $I=142.9$ bohr$^{-8}$ by numerical integration. So

$$A=\frac{1.399\times10^{-8}\times142.9}{2\times15^2\times7}=6.35\times10^{-10}\ \text{hartree},$$

and $-A/3=-2.12\times10^{-10}$ hartree, close to the computed errors.

The cancellation is visible in (3). For $p=3$, $n=8$, $T_1=2.507\times10^{-6}$ and $T_2=-3.374\times10^{-6}$ hartree. Their sum is $-8.67\times10^{-7}$ hartree, and their ratio is $-1.346$, near the limiting value $-4/3$.

## Guidance

**Use GLL integration when the potential is smooth on the scale of an element.** It gives a standard eigenproblem, needs $V$ at the nodes alone, and keeps the rate. A fixed jump in $V$ is allowed if it lies on an element boundary in every mesh: the estimates leading to (4) are made element by element. The nodal potential there is the average of the two one-sided values for equal elements. A jump inside an element breaks the Taylor estimates and the rate: for a step of 1 hartree at $L/3$ with $p=3$, the GLL error only halves when $h$ is halved. A Coulomb singularity is also outside the proof, but it need not spoil the rate when it sits at a wall, where $u$ vanishes and stays smooth. For $V=-1/x$ on $L=2$ bohr, with $u\propto x(1-x/2)e^{-x/2}$ and $E=-\frac18$ hartree, the observed GLL orders are $1.99$, $4.00$ and $6.00$ for $p=1,2,3$. The GLL errors there are positive, so (6) does not apply.

**Check convergence by refining $h$ at fixed $p$.** Once the leading term dominates, halving $h$ should divide the error by about $2^{2p}$. The constant contains high derivatives of $u$, so rapidly oscillating states need smaller elements. The proof says nothing about raising $p$ at fixed $h$.

**Do not read a GLL energy as an upper bound.** When $V$ is smooth on the whole interval and the wall condition for (6) holds, running both settings on one mesh gives an error estimate. A jump in $V$, even on an element boundary, keeps the rate (4) but not (6): the integrations by parts that gave $J$ then leave terms at the jump, of the same order $h^{2p}$, which change the ratio and can change its sign. Subtracting the two relations in (6) gives $E_{\rm exact\ int.}-E_{\rm GLL}\simeq A(p+1)/p$, and so

$$E_{\rm GLL}-E\simeq-\frac{E_{\rm exact\ int.}-E_{\rm GLL}}{p+1}.$$

In the example with $p=3$, $n=16$, the difference is $5.378\times10^{-8}$ hartree. The estimate is $-1.345\times10^{-8}$; the actual error is $-1.354\times10^{-8}$ hartree.

**For $p\ge2$, do not use the factor $-1/p$ without the wall condition.** (For $p=1$ the only wall term, $[(Gu^2)']_0^L$, vanishes because $u=0$ there, and the factor $-1$ holds for any smooth $V$.) For $V=Fx$ on the same interval, with $F=1$ hartree/bohr, the odd derivative $V'$ is non-zero at the walls. The exact ground energy, from the Airy-function boundary condition, is $1.871126$ hartree. With $p=2$, $n=32$, the errors are $6.59\times10^{-7}$ hartree for exact integration and $-7.22\times10^{-7}$ for GLL. Their ratio is $-1.09$, not $-0.5$, while the observed GLL order is still $4.02$.

The wall term explains this. For $p=2$ it adds $[(Gu^2)''']_0^L=-6F[u'^2]_0^L$ to $J$, since $u=u''=0$ at the walls. Multiplying the Schrödinger equation by $u'$ and integrating gives $[u'^2]_0^L=-2F$. The wall terms met when the missing terms are integrated by parts can no longer be dropped by oddness. For $p=2$, however, each has the form $[Gu\,u''']_0^L$, which vanishes because $Gu=-\frac12u''=0$ at the walls, so the contribution $\frac12\binom42I=3I$ stands. So $J=3I+12F^2$, and (5) changes the ratio to $-\frac12-6F^2/I$. Integrating $|u'''|^2$ for the Airy solution gives $I=10.26$ in atomic units, hence a limiting ratio of $-1.085$, close to the value $-1.09$ found at $n=32$.

**Keep nodes and quadrature matched to the required exactness.** A diagonal overlap alone does not secure the rate. Cubic elements with equally spaced nodes and weights $(\frac14,\frac34,\frac34,\frac14)$ also have one, but this rule is exact to degree 3 instead of the 5 used in the proof. For an empty box of length $\pi$ bohr with $n=16$, its ground-state error is $2.5\times10^{-8}$ hartree, against $-9.5\times10^{-11}$ for GLL. The observed orders are $3.99$ and $6.00$. Both calculations use the exact kinetic matrix; they differ in the nodes and in the rule for the overlap.
